# Neutron scattering by crystal-field levels: line intensities and sum rule, part 1

(Sections cited here and not found follow in the later parts.)

A neutron of mass \(m_n\) arrives with wave vector \(\mathbf k\) and energy \(E=\hbar^2k^2/2m_n\) and leaves with \(\mathbf k'\) and \(E'\). The scattering vector is \(\mathbf Q=\mathbf k-\mathbf k'\), its direction is \(\hat{\mathbf Q}\), and the energy given to the sample is \(\varepsilon=\hbar\omega=E-E'\), positive when the neutron loses energy. The neutron moment is \(\boldsymbol\mu_n=-\gamma\mu_N\boldsymbol\sigma\), with \(\boldsymbol\sigma\) the Pauli matrices, \(\mu_N=e\hbar/2m_p\) and \(\gamma>0\). The Bohr magneton is \(\mu_B=e\hbar/2m_e\), the electron charge is \(-e\), and the electron spin factor is set to 2. Angular momenta \(\mathbf l,\mathbf s,\mathbf L,\mathbf S,\mathbf J\) are measured in units of \(\hbar\). Formulas are in SI form; numbers are in meV, K, Å\(^{-1}\) and barn. Fourier transforms are \(f(\mathbf Q)=\int d^3r\,e^{i\mathbf Q\cdot\mathbf r}f(\mathbf r)\), so that, after integration by parts, \(\nabla\) becomes \(-i\mathbf Q\). For any vector \(\mathbf A\), the part perpendicular to \(\mathbf Q\) is
\[
\mathbf A_\perp=\mathbf A-\hat{\mathbf Q}(\hat{\mathbf Q}\cdot\mathbf A)=-\hat{\mathbf Q}\times(\hat{\mathbf Q}\times\mathbf A).
\]
The target is an ion with one open shell of orbital quantum number \(l\), whose orbitals share one real radial function \(R(r)\). Its low-lying states are taken to be one Russell–Saunders multiplet \(|JM\rangle\) with quantum numbers \(L,S,J\). The crystal field \(H\) acts inside this \((2J+1)\)-dimensional space and has eigenstates \(|n\rangle\), energies \(E_n\) and thermal weights \(p_n=e^{-\beta E_n}/Z\), with \(\beta=1/k_BT\). A set of degenerate states is called a level and labelled \(a,b,\dots\). Cross sections are per ion.

The interaction \(V\) between neutron and ion is treated to first order. With plane waves normalised in a box of volume \(L_b^3\), the matrix element between \(\mathbf k\) and \(\mathbf k'\) is \(L_b^{-3}\int e^{-i\mathbf k'\cdot\mathbf r}V(\mathbf r)e^{i\mathbf k\cdot\mathbf r}d^3r=V(\mathbf Q)/L_b^3\), where \(V(\mathbf Q)\) is still an operator on the ion and on the neutron spin. The golden rule gives the rate \((2\pi/\hbar)L_b^{-6}|\langle\sigma' m|V(\mathbf Q)|\sigma n\rangle|^2\,\delta(\varepsilon-E_m+E_n)\) into one final state. The number of final plane waves is \(L_b^3(2\pi)^{-3}k'^2dk'd\Omega\), and \(dE'=\hbar^2k'dk'/m_n\) turns this into \(L_b^3(2\pi)^{-3}(m_nk'/\hbar^2)\,dE'd\Omega\). The incident flux is \(\hbar k/(m_nL_b^3)\). Rate times number of states divided by flux has the prefactor
\[
\frac{2\pi}{\hbar}\,\frac{1}{L_b^6}\cdot\frac{L_b^3}{8\pi^3}\frac{m_nk'}{\hbar^2}\cdot\frac{m_nL_b^3}{\hbar k}=\frac{k'}{k}\Big(\frac{m_n}{2\pi\hbar^2}\Big)^2 .
\]
Averaging over initial and summing over final states, with \(p_\sigma\) the weights of the incident spin states,
\[
\frac{d^2\sigma}{d\Omega\,dE'}=\frac{k'}{k}\Big(\frac{m_n}{2\pi\hbar^2}\Big)^2\sum_{\sigma\sigma'}p_\sigma\sum_{nm}p_n\,|\langle\sigma'm|V(\mathbf Q)|\sigma n\rangle|^2\,\delta(\varepsilon-E_m+E_n).\tag{1}
\]

The magnetic interaction is \(V(\mathbf r)=-\boldsymbol\mu_n\cdot\mathbf B(\mathbf r)=\gamma\mu_N\,\boldsymbol\sigma\cdot\mathbf B(\mathbf r)\), where \(\mathbf B\) is the field of the electrons. Retardation can be dropped: \(|\varepsilon|=\hbar^2|k-k'|(k+k')/2m_n\) and \(|k-k'|\le Q\) give \(|\omega|/cQ\le(v+v')/2c\), with \(v,v'\) the neutron speeds. The field then obeys \(\nabla\cdot\mathbf B=0\) and \(\nabla\times\mathbf B=\mu_0\mathbf j\), up to the longitudinal part of the displacement current, which is parallel to \(\mathbf Q\) and disappears in the next step. In Fourier space \(\mathbf Q\cdot\mathbf B=0\) and \(-i\mathbf Q\times\mathbf B=\mu_0\mathbf j\). Taking the cross product with \(\mathbf Q\) and using \(\mathbf Q\times(\mathbf Q\times\mathbf B)=-Q^2\mathbf B\) gives \(iQ^2\mathbf B=\mu_0\mathbf Q\times\mathbf j\), or
\[
\mathbf B(\mathbf Q)=-i\mu_0\,\frac{\mathbf Q\times\mathbf j(\mathbf Q)}{Q^2}.\tag{2}
\]
A magnetisation \(\mathbf M\) carries the current \(\mathbf j=\nabla\times\mathbf M\), so \(\mathbf j(\mathbf Q)=-i\mathbf Q\times\mathbf M(\mathbf Q)\) and (2) becomes \(\mathbf B=-\mu_0\hat{\mathbf Q}\times(\hat{\mathbf Q}\times\mathbf M)=\mu_0\mathbf M_\perp\). The neutron does not see the component of the magnetisation along \(\mathbf Q\), because that component carries no current. The program tests this formula by taking the curl of the vector potential of a smeared dipole numerically and integrating it against the plane wave in real space inside a large sphere, the point-dipole field outside the sphere being added in closed form.

An electron at \(\mathbf r\) has the spin magnetisation \(-2\mu_B\mathbf s\,\delta(\mathbf r'-\mathbf r)\), with transform \(-2\mu_B\mathbf s\,e^{i\mathbf Q\cdot\mathbf r}\). Its orbital current is \(-(e/2m_e)\{\mathbf p,\delta(\mathbf r'-\mathbf r)\}\), with transform \(-(e/2m_e)\{\mathbf p,e^{i\mathbf Q\cdot\mathbf r}\}\). Since \(\mathbf p\,e^{i\mathbf Q\cdot\mathbf r}=e^{i\mathbf Q\cdot\mathbf r}(\mathbf p+\hbar\mathbf Q)\) and \(\mathbf Q\times\mathbf Q=0\), the operator \(\hat{\mathbf Q}\times\mathbf p\) commutes with the plane wave, and \(\mathbf Q\times\mathbf j=-(e/m_e)e^{i\mathbf Q\cdot\mathbf r}\,\mathbf Q\times\mathbf p\). Equation (2) gives the orbital field \(i\mu_0(e/m_e)\,e^{i\mathbf Q\cdot\mathbf r}\,\hat{\mathbf Q}\times\mathbf p/Q\), and \(e/m_e=2\mu_B/\hbar\). Summed over the electrons \(i\) of the shell,
\[
\mathbf B(\mathbf Q)=-\mu_0\mu_B\mathbf D(\mathbf Q),\qquad
\mathbf D(\mathbf Q)=\sum_i\Big[2\,\mathbf s_{i\perp}e^{i\mathbf Q\cdot\mathbf r_i}-\frac{2i}{\hbar Q}\,e^{i\mathbf Q\cdot\mathbf r_i}\,\hat{\mathbf Q}\times\mathbf p_i\Big].\tag{3}
\]
The dimensionless operator \(\mathbf D\) is perpendicular to \(\mathbf Q\). Relativistic corrections to the current are neglected. Then \(V(\mathbf Q)=-\gamma\mu_N\mu_0\mu_B\,\boldsymbol\sigma\cdot\mathbf D\), and the amplitude in (1) is \(-b\,\boldsymbol\sigma\cdot\mathbf D/2\) with
\[
b=\frac{m_n}{2\pi\hbar^2}\,\mu_0\,\gamma\,\frac{e\hbar}{2m_p}\,\frac{e\hbar}{m_e}=\gamma\,\frac{\mu_0e^2}{4\pi m_e}\,\frac{m_n}{m_p}=\gamma r_0\frac{m_n}{m_p},\tag{4}
\]
where \(r_0=\mu_0e^2/4\pi m_e\) is the classical electron radius. With \(\gamma=1.91304\), \(r_0=2.81794\) fm and \(m_n/m_p=1.001378\), one finds \(b=5.3983\) fm and \(b^2=0.29141\) barn. Without the mass ratio the prefactor would be \((\gamma r_0)^2=0.29061\) barn, lower by 0.3 % of \(b^2\). Setting the electron spin factor to 2 neglects a correction of roughly 0.1 % in the spin term, so the last digits of \(b^2\) serve only to let the arithmetic be followed.

For unpolarised neutrons \(p_\sigma=1/2\). Let \(\mathbf d=\langle m|\mathbf D|n\rangle\), a complex vector. The spin sum is \(\tfrac12\mathrm{Tr}\,[(\boldsymbol\sigma\cdot\mathbf d^*)(\boldsymbol\sigma\cdot\mathbf d)]\), and \(\sigma_\alpha\sigma_\beta=\delta_{\alpha\beta}+i\epsilon_{\alpha\beta\gamma}\sigma_\gamma\) gives
\[
(\boldsymbol\sigma\cdot\mathbf d^*)(\boldsymbol\sigma\cdot\mathbf d)=\mathbf d^*\cdot\mathbf d+i\boldsymbol\sigma\cdot(\mathbf d^*\times\mathbf d).
\]
The Pauli matrices are traceless, so the spin sum is \(|\mathbf d|^2=\sum_\alpha|d_\alpha|^2\). For a beam with polarisation \(\mathbf P=\langle\boldsymbol\sigma\rangle\) the second term gives \(i\mathbf P\cdot(\mathbf d^*\times\mathbf d)\). Since \(\mathbf d\) is perpendicular to \(\mathbf Q\), \(\mathbf d^*\times\mathbf d\) is parallel to \(\mathbf Q\), so the term survives only if this product is non-zero and \(\mathbf P\) has a component along \(\mathbf Q\). With an explicit sum over spin states the program asserts the unpolarised result, and that it fails for one polarisation with a component along \(\mathbf Q\). Interference with spin-independent nuclear scattering is linear in \(\boldsymbol\sigma\) and vanishes in the same trace.

In a solid the electron coordinate is measured from the nucleus, which sits at \(\mathbf R+\mathbf u\), and \(\mathbf D\) acquires a factor \(e^{i\mathbf Q\cdot(\mathbf R+\mathbf u)}\). For independent ions, the terms of the squared amplitude that join two different ions factorise into \(\langle\mathbf D\rangle^*\cdot\langle\mathbf D\rangle\), which vanishes when \(H\) is even under time reversal, because \(\mathbf D\) is odd under it (shown below). If a field or magnetic order makes \(\langle\mathbf D\rangle\) non-zero, these terms give additional coherent elastic scattering that is not counted below. If the vibrations \(\mathbf u\) are harmonic, spread over the many modes of a large crystal and not coupled to the crystal-field states, the process that leaves the lattice state unchanged has the weight \(e^{-2W}=|\langle e^{i\mathbf Q\cdot\mathbf u}\rangle|^2\), and the remaining weight goes into phonon sidebands. The no-phonon cross section is
\[
\frac{d^2\sigma}{d\Omega\,dE'}=\frac{b^2}{4}\frac{k'}{k}\,e^{-2W}\sum_{nm}p_n\,|\langle m|\mathbf D(\mathbf Q)|n\rangle|^2\,\delta(\varepsilon-E_m+E_n).\tag{5}
\]

Two symmetries restrict \(\mathbf D\) inside the shell. From (3), \(\mathbf D(\mathbf Q)^\dagger\) has the spin term \(2\mathbf s_\perp e^{-i\mathbf Q\cdot\mathbf r}\) and the orbital term \(+(2i/\hbar Q)e^{-i\mathbf Q\cdot\mathbf r}\hat{\mathbf Q}\times\mathbf p\), which together are \(\mathbf D(-\mathbf Q)\). Inversion of the electron coordinates sends \(\mathbf r\to-\mathbf r\), \(\mathbf p\to-\mathbf p\), \(\mathbf s\to\mathbf s\) and also turns \(\mathbf D(\mathbf Q)\) into \(\mathbf D(-\mathbf Q)\). All states of the shell have the same parity, so between them \(\mathbf D(\mathbf Q)=\mathbf D(-\mathbf Q)=\mathbf D(\mathbf Q)^\dagger\): the operator is Hermitian and even in \(\mathbf Q\). Time reversal sends \(i\to-i\), \(\mathbf p\to-\mathbf p\), \(\mathbf s\to-\mathbf s\), which turns \(\mathbf D(\mathbf Q)\) into \(-\mathbf D(-\mathbf Q)=-\mathbf D(\mathbf Q)\): the operator is odd under time reversal. Now any operator on a space of fixed angular momentum \(J\) is a sum of tensors of rank \(K=0,\dots,2J\), the rank-\(K\) set being the \(2K+1\) traceless symmetric polynomials of degree \(K\) in \(J_x,J_y,J_z\); the count \(\sum_K(2K+1)=(2J+1)^2\) shows that each rank occurs once and that none is missing. A Hermitian operator is a real combination of Hermitian polynomials, and time reversal multiplies a polynomial of degree \(K\) by \((-1)^K\). Hence \(\mathbf D\) contains odd ranks only. The same argument applies to the orbital term alone in the one-electron space of fixed \(l\).

The rank-1 part follows from the expansion
\[
e^{i\mathbf Q\cdot\mathbf r}=\sum_{K}i^K(2K+1)\,j_K(Qr)\,P_K(\hat{\mathbf Q}\cdot\hat{\mathbf r}),
\]
whose \(K\)-th term has rank \(K\) and parity \((-1)^K\) in the electron coordinate. Radial averages are \(\langle j_K\rangle=\int R^2j_K(Qr)\,r^2dr\). In the orbital term \(\mathbf p\) is odd, so only odd \(K\) survive, and term \(K\) times the vector \(\mathbf p\) has ranks \(K-1,K,K+1\). Rank 1 therefore comes from \(K=1\) alone. With \(x=Qr\) this term is
\[
-\frac{2i}{\hbar Q}\,3i\,j_1(x)\,(\hat{\mathbf Q}\cdot\hat{\mathbf r})\,\hat{\mathbf Q}\times\mathbf p=\frac{6}{\hbar}\frac{j_1(x)}{x}\,\hat Q_a\,\epsilon_{ijb}\hat Q_j\;r_ap_b ,
\]
with component index \(i\) and summation over repeated indices. The part of \(r_ap_b\) symmetric in \(ab\) has ranks 0 and 2 and belongs to the even-rank total, which vanishes. The antisymmetric part is \(\tfrac12(r_ap_b-r_bp_a)=\tfrac12\hbar\,\epsilon_{abc}l_c\). Using \(\epsilon_{ijb}\epsilon_{abc}=\epsilon_{bij}\epsilon_{bca}=\delta_{ic}\delta_{ja}-\delta_{ia}\delta_{jc}\),
\[
\hat Q_a\hat Q_j\,\epsilon_{ijb}\epsilon_{abc}\,l_c=l_i-\hat Q_i(\hat{\mathbf Q}\cdot\mathbf l)=l_{\perp i}.
\]
The rank-1 orbital term is thus \(3[j_1(x)/x]\,\mathbf l_\perp\). The recurrence \(j_{n-1}+j_{n+1}=(2n+1)j_n/x\) at \(n=1\) gives \(3j_1/x=j_0+j_2\), and since \(\mathbf l\) acts on angles only, the radial factor is replaced by its average. Summed over electrons the result is \((\langle j_0\rangle+\langle j_2\rangle)\mathbf L_\perp\).

In the spin term only even \(K\) survive, and term \(K\) times \(\mathbf s\) has total ranks \(K-1,K,K+1\) (rank 1 alone for \(K=0\)), so rank 1 comes from \(K=0\) and from \(K=2\). The first gives \(2\langle j_0\rangle\mathbf S_\perp\). The second is \(2\,(-5)\,j_2P_2\,\mathbf s_\perp\), with \(P_2=\tfrac32\hat Q_a\hat Q_b\,t_{ab}\) and \(t_{ab}=\hat r_a\hat r_b-\tfrac13\delta_{ab}\). The only vector that can be contracted from \(t_{ab}s_c\) is \(v_a=t_{ab}s_b=\hat r_a(\hat{\mathbf r}\cdot\mathbf s)-\tfrac13s_a\). The rank-1 part of \(t_{ab}s_c\) must be linear in \(\mathbf v\), built with Kronecker symbols, and symmetric and traceless in \(ab\), which leaves the form \(\alpha(\delta_{ac}v_b+\delta_{bc}v_a-\tfrac23\delta_{ab}v_c)\). Contracting \(b\) with \(c\) yields a vector, to which ranks 2 and 3 cannot contribute: \(v_a=\alpha(1+3-\tfrac23)v_a\), so \(\alpha=3/10\). Contracting with \(\hat Q_a\hat Q_b\) gives \(\alpha[2\hat Q_c(\hat{\mathbf Q}\cdot\mathbf v)-\tfrac23v_c]\), whose perpendicular part is \(-\tfrac23\alpha\,\mathbf v_\perp\). The factors multiply to \(2\cdot(-5)\cdot\tfrac32\cdot\tfrac3{10}\cdot(-\tfrac23)=3\). With
\[
\mathbf T=\sum_i\big[\mathbf s_i-3\hat{\mathbf r}_i(\hat{\mathbf r}_i\cdot\mathbf s_i)\big]=-3\sum_i\mathbf v_i
\]
the term is \(-\langle j_2\rangle\mathbf T_\perp\), and the complete rank-1 part of \(\mathbf D\) is
\[
\mathbf D^{(1)}=2\langle j_0\rangle\mathbf S_\perp+(\langle j_0\rangle+\langle j_2\rangle)\mathbf L_\perp-\langle j_2\rangle\mathbf T_\perp.\tag{6}
\]
For small argument \(j_K(x)\approx x^K/(2K+1)!!\) and \(j_0\approx1-x^2/6\), so \(\langle j_0\rangle\approx1-Q^2\langle r^2\rangle/6\) and \(\langle j_2\rangle\approx Q^2\langle r^2\rangle/15\). At \(Q\to0\), \(\mathbf D\to(\mathbf L+2\mathbf S)_\perp\), the magnetic moment in units of \(-\mu_B\). Rank 3 starts at order \(Q^2\), from the spin term \(K=2\) and from the orbital term \(K=3\), which carries \(j_3/Q\). Rank 5 starts at order \(Q^4\).

The cross section is now expressed through the operator \(\mathbf D\), which inside the shell is Hermitian, has odd ranks only, and has the rank-1 part (6). It remains to write this part in terms of \(\mathbf J\) and to derive the line intensities, their powder average, detailed balance and the sum rule.

Numerical values quoted here were computed with a short program.
